# Zero-point attraction between two Drude half-spaces from coupled surface plasmons, part 2

Two flat metals face each other across a vacuum gap $D$. We seek the zero-point energy per area $E(D)$ of their coupled surface charge oscillations, measured from infinite separation. Equations are in SI units.

Each metal is a half-space with a fixed uniform background and an electron fluid without damping or pressure. The faces are sharp, no electrons cross the gap, the field is nonretarded, and the temperature is zero. The dielectric function is

$$
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0 m}. \tag{1}
$$

In (1), $n$, $m$ and $-e$ are the electron number density, mass and charge; below, $n$ is a summation index. A single surface has the frequency $\omega_s=\omega_p/\sqrt2$.

**Theorem (to be proved).**

$$
E(D)=\frac{\hbar\omega_s}{4\pi}\int_0^\infty k\,dk\left[\sqrt{1+e^{-kD}}+\sqrt{1-e^{-kD}}-2\right]
=-C\,\frac{\hbar\omega_s}{64\pi D^2}, \tag{2}
$$

$$
C=-8\sum_{n=1}^{\infty}\frac{1}{n^2}\binom{1/2}{2n}=1+\frac{5}{64}+\frac{7}{384}+\dots\approx1.1104. \tag{3}
$$

The lowest order in the coupling $e^{-kD}$ between the surfaces is $-\hbar\omega_s/(64\pi D^2)$.

Already shown: for each wavevector of magnitude $k$ along the surface there is one oscillator of each frequency

$$
\omega_\pm^2=\omega_s^2\left(1\pm e^{-kD}\right), \tag{8}
$$

with ground energy $\hbar\omega_\pm/2$. All other electron motions have frequencies independent of $D$. The displacements $u_1$ and $u_2$ of the electrons at the two faces are each counted positive out of their own metal.

For $\hbar\omega_p=15.0$ eV and $kD=1$, (8) gives $\hbar\omega_\pm=12.405$ eV and $8.433$ eV. A finite-element solution of $\nabla\cdot(\varepsilon\nabla\phi)=0$, with $\phi$ the electric potential, agrees. Direct diagonalization of the coupled pair gives the ground energy $0.982312\,\hbar\omega_s$. These checks reappear in the numerical output at the end.

### Proof of the theorem

At infinite separation both frequencies are $\omega_s$. The change of ground energy for one wavevector is $\frac\hbar2(\omega_++\omega_--2\omega_s)$. The number of wavevectors per area in $d^2k$ is $d^2k/(2\pi)^2$, which becomes $k\,dk/(2\pi)$ after integration over the angle. Thus

$$
E(D)=\frac{\hbar\omega_s}{4\pi}\int_0^\infty k\,dk\,f(e^{-kD}),\qquad f(x)=\sqrt{1+x}+\sqrt{1-x}-2. \tag{11}
$$

The zero-point energy at one distance would diverge, because the number of wavevectors is unlimited. The difference, taken at equal $k$, converges: $f$ is proportional to $x^2$ for small $x$, which gives a factor $e^{-2kD}$ at large $k$.

Expand the square roots with $b_m=\binom{1/2}{m}$. Odd powers cancel and even powers double:

$$
f(x)=2\sum_{n=1}^\infty b_{2n}x^{2n}=-\frac{x^2}{4}-\frac{5x^4}{64}-\frac{21x^6}{512}-\dots \tag{12}
$$

The coefficients used here are $b_2=-1/8$, $b_4=-5/128$ and $b_6=-21/1024$. Successive even coefficients have the ratio

$$
\frac{b_{2n+2}}{b_{2n}}=\frac{(2n-\frac12)(2n+\frac12)}{(2n+1)(2n+2)}>0,
$$

so all of them are negative. Since every term in (12) has the same sign, the sum and the integral may be exchanged, even though $x$ reaches 1 at $k=0$. Each power gives

$$
\int_0^\infty k\,e^{-2nkD}dk=\frac{1}{(2nD)^2}=\frac1{4n^2D^2}. \tag{13}
$$

Inserting (12) and (13) in (11),

$$
E(D)=\frac{\hbar\omega_s}{4\pi}\sum_{n=1}^\infty\frac{2b_{2n}}{4n^2D^2}=\frac{\hbar\omega_s}{8\pi D^2}\sum_{n=1}^\infty\frac{b_{2n}}{n^2}=-C\frac{\hbar\omega_s}{64\pi D^2},
$$

with $C=-8\sum b_{2n}/n^2$. The first term is $-8\times(-1/8)=1$, which proves the statement about the lowest order. $\blacksquare$

The next two terms are 0.07812 and 0.01823, and the whole sum is $C=1.11042$. Direct numerical integration of (11) gives the same value. The lowest order thus supplies about 90% of the nonretarded energy.

The power law follows from the absence of any length other than $D$ in (11): the substitution $t=kD$ takes out the factor $1/D^2$. The lowest-order integrand is proportional to $ke^{-2kD}$. It peaks at $k=1/(2D)$, and its mean wavevector is $1/D$.

**Remark on the mechanism.** The lowest order is the London attraction of fluctuating charges. For one pair of real oscillators of mass $M$, the coupling energy is $M\omega_s^2x\,u_1u_2$ with $x=e^{-kD}$. From the ground state it leads to the state in which both oscillators are excited once. Each displacement has the matrix element $\sqrt{\hbar/(2M\omega_s)}$, so the coupling has the matrix element $\hbar\omega_sx/2$. The excitation costs $2\hbar\omega_s$. Second-order perturbation theory gives

$$
-\frac{(\hbar\omega_sx/2)^2}{2\hbar\omega_s}=-\frac{\hbar\omega_s}{8}x^2,
$$

which equals $\frac{\hbar\omega_s}{2}$ times the first term of (12).

### Pressure and Hamaker constant

**Corollary.** The force per area along increasing $D$ is

$$
p=-\frac{dE}{dD}=\frac{2E}{D}=-C\frac{\hbar\omega_s}{32\pi D^3}. \tag{14}
$$

This follows because $E\propto D^{-2}$ gives $dE/dD=-2E/D$. The negative sign means attraction. Comparison with the customary form $E=-A/(12\pi D^2)$ gives the Hamaker constant

$$
A=\frac{12\pi C\hbar\omega_s}{64\pi}=\frac{3C}{16}\hbar\omega_s. \tag{15}
$$

### The same energy at imaginary frequencies

Real metals have damping and absorption, for which a form based on the reflection of potentials is convenient. Let $r=(\varepsilon-1)/(\varepsilon+1)$. At $\omega=i\xi$ equation (1) gives $\varepsilon=1+\omega_p^2/\xi^2$ and $r=\omega_s^2/(\omega_s^2+\xi^2)$.

**Proposition.** The energy (11) equals

$$
E(D)=\frac{\hbar}{4\pi^2}\int_0^\infty k\,dk\int_0^\infty d\xi\,\ln\left(1-r^2e^{-2kD}\right). \tag{16}
$$

*Proof.* The argument of the logarithm factorizes as a difference of squares:

$$
1-\frac{\omega_s^4e^{-2kD}}{(\xi^2+\omega_s^2)^2}=\frac{(\xi^2+\omega_+^2)(\xi^2+\omega_-^2)}{(\xi^2+\omega_s^2)^2}. \tag{17}
$$

For positive $a$ and $b$,

$$
\int_0^\infty\ln\frac{\xi^2+a^2}{\xi^2+b^2}\,d\xi=\pi(a-b),
$$

because both sides vanish at $a=b$ and the derivative of the left side with respect to $a$ is $\int_0^\infty 2a\,d\xi/(\xi^2+a^2)=\pi$. The frequency integral in (16) is therefore $\pi(\omega_++\omega_--2\omega_s)$, and (11) follows. $\square$

Numerical integration of (16) again gives $C=1.11042$.

If $\varepsilon$ contains several undamped resonances, (17) has more factors. The zeros in the numerator are the coupled modes, those in the denominator are the modes of separate surfaces, and (16) is unchanged. A smoothly absorbing metal can be regarded as the limit of very many closely spaced resonances. At temperature $T$ the ground energy is replaced by the free energy $k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$. The product formula for the hyperbolic sine then turns the frequency integral into a sum:

$$
\frac{\hbar}{2\pi}\int_0^\infty d\xi\;\to\;k_BT\sum_{n=0}^{\infty}{}',\qquad \xi_n=\frac{2\pi nk_BT}{\hbar}, \tag{18}
$$

where the prime gives the term $n=0$ half weight.

### Example: aluminium-like films before contact

In room-temperature bonding in vacuum, cleaned metal films are brought together without an adhesive. Take $\hbar\omega_p=15$ eV, a rough value for aluminium, and $D=2$ nm as an assumed gap between faces that do not yet touch. Then $\hbar\omega_s=15/\sqrt2=10.607$ eV, and the lowest order is

$$
E_1=-\frac{10.607\ \text{eV}}{64\pi\,(2\ \text{nm})^2}=-\frac{10.607}{804.25}\ \frac{\text{eV}}{\text{nm}^2}=-0.01319\ \frac{\text{eV}}{\text{nm}^2}=-2.113\ \frac{\text{mJ}}{\text{m}^2}.
$$

Multiplication by $C$ gives $-2.346$ mJ/m². By (14) the pressures are found by multiplying with $2/D=1$ nm$^{-1}$. Since 1 mJ/m² per nanometre is 1 MPa, they are $-2.113$ MPa and $-2.346$ MPa. The equality of the numerals is an accident of $D=2$ nm. The Hamaker constant (15) is 1.989 eV at lowest order and 2.208 eV in full.

### What the model leaves out

Each percentage below is the change of $|E|$ relative to the complete nonretarded value at the same gap, unless another reference is named. One effect is changed at a time, and the percentages are not meant to be added.

**Retardation.** The small parameter is $\omega_sD/c=0.1075$ at 2 nm. To size the effect, (16) is replaced by its standard retarded form, which is used here without derivation. The decay constant in the gap becomes $\kappa=\sqrt{k^2+\xi^2/c^2}$, and both polarizations contribute with their Fresnel reflection coefficients. The energy is weakened by 2.0% at 1 nm, 4.9% at 2 nm, 13% at 5 nm and 23% at 10 nm. The inverse-square law is thus a description of gaps of a few nanometres. At 2 nm the retarded energy is $0.951\times2.346=2.23$ mJ/m² in magnitude. The lowest-order value of 2.11 mJ/m² lies near it because two errors of opposite sign partly cancel, and this cancellation changes with $D$.

**Electron pressure.** In a real electron gas the screening charge has a finite thickness. Add a pressure to the fluid, so that the polarization obeys $\ddot{\mathbf P}=\varepsilon_0\omega_p^2\mathbf E-\beta^2\nabla\rho$, where $\rho$ is the charge density. Take $\beta=\sqrt{3/5}\,v_F$ with the Fermi speed $v_F$ of the density implied by $\omega_p$. For a time dependence $e^{\xi t}$ and $\rho=-\varepsilon_0\nabla^2\phi$,

$$
\xi^2\mathbf P=-\varepsilon_0\omega_p^2\nabla\phi+\varepsilon_0\beta^2\nabla\nabla^2\phi .
$$

Taking the divergence and using $\nabla\cdot\mathbf P=-\rho$ shows that the charge decays as $e^{-qz}$ into a metal at $z>0$, with $q^2=k^2+(\omega_p^2+\xi^2)/\beta^2$. Outside, $\phi=e^{-kz}-re^{kz}$; inside, $\phi=ae^{-kz}+be^{-qz}$. Continuity of $\phi$ and $\phi'$ gives

$$
1-r=a+b,\qquad 1+r=a+\frac{qb}{k}.
$$

At a hard wall $P_z=0$, which reduces to $\omega_p^2ka=\xi^2qb$. Eliminating $b$,

$$
\frac{1-r}{1+r}=\frac{\xi^2+\omega_p^2k/q}{\xi^2+\omega_p^2}. \tag{19}
$$

For $\beta\to0$ the right side becomes $1/\varepsilon$, and the local $r$ is recovered. With (19) in (16) the attraction is 10% weaker. The static limit shows the reason. There the right side of (19) is $k/q$, so $r\approx e^{-2k/q}$ for small $k/q$, and $r^2e^{-2kD}$ has the form belonging to a gap $D+2/q$. The screening charge lies inside the metal by about $\beta/\omega_p=0.0665$ nm on each side. A gap widened by twice this length would weaken the energy by 12%; at finite $\xi$ the shift is smaller. To first order in $k/q$, (19) multiplies the local $r$ by $e^{-2ks}$ with the inward shift $s=\frac1q\,\frac{\omega_p^2+\xi^2}{\omega_p^2+2\xi^2}$ on each side. Both factors of $s$ fall as $\xi$ grows, and together they leave 10%. The figure depends on $\beta$: the value taken here is the high-frequency one, and the static value $v_F/\sqrt3$ gives 7.6%.

**Electron spill-out.** At a real surface the electrons also extend beyond the background. If this moved the effective planes outward by 0.1 nm on each side, an assumed round value, the gap would be 1.8 nm and the energy would rise by the factor $(2/1.8)^2$, or 23%. This figure is for a rigid shift at all frequencies. If 0.1 nm is instead the outward displacement of the centroid of the induced charge, the factor $(\omega_p^2+\xi^2)/(\omega_p^2+2\xi^2)$ found above applies as well, and the rise is 20%. This effect and the previous one concern the same surface charge and have opposite signs. Their balance requires a calculation of the actual surface. With the assumed inputs this is the largest of the effects sized here at 2 nm, though the ranking depends on those inputs, and it limits the result to about one significant figure.

**Roughness.** For gap variations that are slow along the surface compared with $D$, the local energy can be averaged. With a small variation $\delta$ of zero mean, $\langle(D+\delta)^{-2}\rangle\approx D^{-2}(1+3\langle\delta^2\rangle/D^2)$. An rms variation of 0.3 nm gives $3\times0.09/4=6.8\%$ in this approximation. The full average over a sinusoidal gap is the factor $(1-2\langle\delta^2\rangle/D^2)^{-3/2}$, which gives 7.2%. It grows quickly, to 22% at an rms variation of 0.5 nm, and diverges when the faces touch. A gap held open by asperities in contact is therefore outside this estimate.

**Absorption, damping and temperature.** Moving 30% of the oscillator strength to an interband resonance at 1.5 eV weakens the attraction by 0.8%. A damping energy of 0.1 eV weakens it by 0.65%; the effect grows nearly in proportion to the damping and is 3.8% at 0.6 eV. Both lower $\varepsilon$, and hence $r$, at every imaginary frequency. Raising the temperature from zero to 300 K, at this fixed damping and without retardation, changes the energy by less than 0.001%. The thermal energy is only 0.0024 of $\hbar\omega_s$.

### The real bonding case

The plasmon energy is close to that of aluminium, while the gap, damping, interband strength and roughness are rough choices. The films must be much thicker than $D$, since the fields enter them to a depth of order $1/k\sim D$. For free-standing films of thickness $t$, $r$ in (16) becomes $r(1-y)/(1-r^2y)$ with $y=e^{-2kt}$, and the nonretarded attraction is weakened by 22% at $t=D$, 10% at $t=2D$, 2.9% at $t=5D$ and 1% at $t=10D$. A native oxide breaks the assumption of a vacuum gap. It is itself a few nanometres thick and would fill the space considered here, so the numbers apply to oxide-free faces alone.

The calculated pressure of about 2 MPa is some twenty times atmospheric pressure and acts before the faces touch. Whether it closes a gap depends also on the stiffness and shape of the wafers, which are not treated. The energy of about 2 mJ/m² is not the strength of a finished bond. Metallic adhesion is roughly of the order of 1 J/m², several hundred to a thousand times larger, and arises from electrons shared across the interface. Formula (2) cannot be continued to that regime: as $D\to0$ it diverges, while the sharp faces, the local response and the separate electron systems on which it rests have all ceased to exist. The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
bulk plasmon energy: 15.0 eV
gap D: 2.0 nm
surface plasmon energy: 10.607 eV
MODES at kD = 1
lower, formula: 8.433 eV
lower, finite elements: 8.433 eV
upper, formula: 12.405 eV
upper, finite elements: 12.405 eV
pair ground energy, diagonalized: 0.982312 hbar*w_s
ENERGY AND PRESSURE
series terms n=1,2,3: 1.00000, 0.07812, 0.01823
complete factor C, series: 1.11042
complete factor C, mode integral: 1.11042
complete factor C, imaginary frequency: 1.11042
leading energy: -0.013188 eV/nm^2
leading energy: -2.113 mJ/m^2
complete nonretarded energy: -2.346 mJ/m^2
leading pressure: -2.113 MPa
complete nonretarded pressure: -2.346 MPa
leading Hamaker constant: 1.989 eV
complete Hamaker constant: 2.208 eV
NEGLECTED EFFECTS: change of |E| from complete nonretarded value
retardation parameter w_s D/c: 0.1075
retardation: -4.86 %
retardation at D = 1 nm: -1.99 %
retardation at D = 5 nm: -13.08 %
retardation at D = 10 nm: -23.37 %
hydrodynamic length beta/w_p: 0.0665 nm
compressible electrons, hard wall: -10.00 %
outward plane shift per surface: 0.1 nm
effect of plane shift: +23.46 %
rms gap variation: 0.3 nm
effect of gap variation: +7.15 %
interband energy: 1.5 eV
interband share of strength: 0.3
effect of interband strength: -0.77 %
damping energy: 0.1 eV
effect of damping: -0.65 %
temperature: 300 K
thermal energy / surface plasmon energy: 0.00244
thermal change at fixed damping: +0.0001 %
```
